**Angular condition for polar phonons in orthorhombic hafnia**

For wavevector direction $\mathbf n$ and principal permittivities $\varepsilon_i(\omega)$, quasi-electrostatic polar phonons with a macroscopic field obey $\sum_i n_i^2\varepsilon_i(\omega)=0$. The program asserts this for a random 12-atom crystal with $mm2$ symmetry, by comparing the roots with eigenvalues of the lattice matrix that includes the macroscopic field. It also asserts the count of 8 polar modes per axis and 9 silent modes, and the survival of transverse modes when $\mathbf q$ lies along the polar axis. In a crystal that keeps only the twofold axis, the diagonal sum fails while the full tensor contraction vanishes. For the film model, the full Maxwell equations coupled to six oscillators reproduce both the electrostatic roots and their first retardation correction. The output gives six oblique modes from 205 to 620 cm⁻¹ for $\mathbf n=(1,2,2)/3$. Among the estimated frequency shifts, the largest, about 20 cm⁻¹, comes from the spread of wavevector direction in a grain 20 nm wide.

## Program and output

```python
"""
Result under test: for a crystal of class mm2 (orthorhombic polar hafnia), polar
phonons with wavevector q along the unit vector n, in the range w/c << q << pi/a,
obey  sum_i n_i^2 eps_i(w) = 0,  i = x, y, z (crystal axes; z is the polar axis).
eps_i(w) = eps_inf_i + sum_m S_m / (w_m^2 - w^2), sum over modes polarized along i.
w_m: transverse frequency; S_m = (static contribution) * w_m^2: oscillator strength.
The random test crystal uses reduced units; the film example uses wavenumbers, 1/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def permittivity(w2, to2, strength, axis, eps_inf):
    select = (np.arange(3)[:, None] == axis[None, :]).astype(float)
    return eps_inf + select @ (strength / (to2 - w2))


def oblique_roots(n, to2, strength, axis, eps_inf):
    """Squared frequencies that solve sum n_i^2 eps_i = 0, one above each pole."""
    keep = n[axis] != 0
    t, s, a = to2[keep], strength[keep], axis[keep]
    poles = np.sort(t)
    top = poles[-1] + 2 * s.sum() / eps_inf.min()
    edges = np.append(poles, top)

    def f(w2):
        return n**2 @ permittivity(w2, t, s, a, eps_inf)
    return np.array([brentq(f, lo * (1 + 1e-12), hi * (1 - 1e-12),
                            xtol=1e-13, rtol=1e-14)
                     for lo, hi in zip(edges[:-1], edges[1:])])


# ---------- random 12-atom crystals with prescribed symmetry ----------
rotations = [np.diag(d).astype(float) for d in
             ([1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1])]


def random_crystal(operations, seed):
    """Three fourfold general orbits (Hf, O, O); returns D0, charges, eps_inf."""
    rng = np.random.default_rng(seed)
    reps = []
    for g in operations:
        r = np.zeros((36, 36))
        for orbit in range(3):
            for h in range(4):
                i, j = 3 * (4 * orbit + (g ^ h)), 3 * (4 * orbit + h)
                r[i:i + 3, j:j + 3] = rotations[g]
        reps.append(r)
    shift = np.tile(np.eye(3), (12, 1))
    no_shift = np.eye(36) - shift @ shift.T / 12
    a = rng.normal(size=(36, 36))
    force = np.mean([r @ (a @ a.T / 36) @ r.T for r in reps], axis=0)
    force = no_shift @ force @ no_shift
    nominal = np.repeat([5.0, -2.5, -2.5], 4)
    z = np.kron(nominal[:, None], np.eye(3)) + rng.normal(size=(36, 3))
    z = np.mean([r @ z @ rotations[g].T for g, r in zip(operations, reps)], axis=0)
    z = no_shift @ z
    b = rng.normal(size=(3, 3))
    e = 4.5 * np.eye(3) + 0.2 * (b + b.T)
    e = np.mean([rotations[g] @ e @ rotations[g].T for g in operations], axis=0)
    root_mass = np.sqrt(np.repeat([11.0, 1.0, 1.0], 12))
    return force / np.outer(root_mass, root_mass), z / root_mass[:, None], e


coupling = 0.1   # stands for 4 pi / cell volume in reduced units


def lattice_spectrum(n, d0, z, e):
    zn = z @ n
    return np.linalg.eigvalsh(d0 + coupling * np.outer(zn, zn) / (n @ e @ n))


n = np.array([1.0, 2.0, 2.0]) / 3
d0, z, e = random_crystal([0, 1, 2, 3], 7)
w2, modes = np.linalg.eigh(d0)
optical = w2 > 1e-8
assert optical.sum() == 33
w2, zm = w2[optical], modes[:, optical].T @ z
coupled = np.abs(zm) > 1e-8
assert coupled.sum(axis=1).max() == 1            # every mode lies on one axis
counts = coupled.sum(axis=0)
assert list(counts) == [8, 8, 8]
polar = coupled.any(axis=1)
silent_count = int((~polar).sum())
assert silent_count == 9
ax = np.argmax(np.abs(zm[polar]), axis=1)
st = coupling * (zm[polar]**2).sum(axis=1)
roots = oblique_roots(n, w2[polar], st, ax, np.diag(e))
predicted = np.sort(np.concatenate([roots, w2[~polar]]))
crystal_error = np.max(np.abs(predicted - lattice_spectrum(n, d0, z, e)[3:]))
assert crystal_error < 1e-9
# along the polar axis the x and y modes keep their transverse frequencies
nz = np.array([0.0, 0.0, 1.0])
axial = oblique_roots(nz, w2[polar], st, ax, np.diag(e))
assert len(axial) == 8
predicted = np.sort(np.concatenate([axial, w2[polar][ax != 2], w2[~polar]]))
assert np.allclose(predicted, lattice_spectrum(nz, d0, z, e)[3:], atol=1e-9)
# with only the twofold axis left, eps_xy is allowed and the diagonal sum fails
d0, z, e = random_crystal([0, 1], 7)
top = lattice_spectrum(n, d0, z, e)[-1]
w2, modes = np.linalg.eigh(d0)
zm = modes[:, w2 > 1e-8].T @ z
tensor = e + coupling * (zm.T / (w2[w2 > 1e-8] - top)) @ zm
full_residual = abs(n @ tensor @ n)
diagonal_residual = abs(n**2 @ np.diag(tensor))
assert full_residual < 1e-8 and diagonal_residual > 1e-3

# ---------- film example: round model parameters, wavenumbers in 1/cm ----------
eps_inf = np.array([4.8, 4.7, 4.6])
axis = np.array([0, 0, 1, 1, 2, 2])
to = np.array([200.0, 420.0, 250.0, 360.0, 300.0, 390.0])
delta = np.array([14.0, 4.0, 10.0, 5.0, 7.0, 4.0])
strength = delta * to**2
film_nm, grain_nm, cell_nm = 10.0, 20.0, 0.5
q_nm = np.pi / film_nm
cq = q_nm * 1e7 / (2 * np.pi)                    # light line in vacuum, 1/cm
mev = const.h * const.c * 100 / const.e * 1000   # meV per 1/cm

w2 = oblique_roots(n, to**2, strength, axis, eps_inf)
w = np.sqrt(w2)
lo = [np.sqrt(oblique_roots(u, to**2, strength, axis, eps_inf)) for u in np.eye(3)]
sorted_to = np.sort(to)


def oscillator_matrix(to2):
    v = n[axis] * np.sqrt(strength)
    return np.diag(to2) + np.outer(v, v) / (n**2 @ eps_inf)


direct = np.sqrt(np.linalg.eigvalsh(oscillator_matrix(to**2)))
assert np.allclose(direct, w, atol=1e-7)
assert np.all(direct > sorted_to) and np.all(direct[:-1] < sorted_to[1:])
top_lo = [v[-1] for v in lo]
assert min(top_lo) < direct[-1] < max(top_lo)
static = permittivity(0.0, to**2, strength, axis, eps_inf)
lst_left = np.prod(direct**2 / sorted_to**2)
lst_right = (n**2 @ static) / (n**2 @ eps_inf)
assert abs(lst_left / lst_right - 1) < 1e-10
# equal transverse frequencies on two axes leave one mode without a field
same = to.copy()
same[2] = same[0]
assert np.min(np.abs(np.linalg.eigvalsh(oscillator_matrix(same**2))
                     - same[0]**2)) < 1e-6
# a small tilt from the polar axis recovers longitudinal z and transverse x, y
tilted = np.array([1e-3, 1e-3, 1.0])
tilted /= np.linalg.norm(tilted)
near = np.sqrt(oblique_roots(tilted, to**2, strength, axis, eps_inf))
assert np.allclose(near, np.sort(np.concatenate([lo[2], to[axis != 2]])), atol=0.05)

# Full Maxwell equations with oscillators: state = (scaled E, B, velocity, position)
curl = cq * np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]])
scale = np.diag(eps_inf**-0.5)
g = np.zeros((18, 18), complex)
g[0:3, 3:6] = 1j * scale @ curl
g[3:6, 0:3] = -1j * curl @ scale
for m in range(6):
    rate = np.sqrt(strength[m] / eps_inf[axis[m]])
    g[axis[m], 6 + m] = -rate
    g[6 + m, axis[m]] = rate
    g[6 + m, 12 + m] = -to[m]
    g[12 + m, 6 + m] = to[m]
assert np.allclose(g, -g.conj().T)
maxwell = np.linalg.eigvalsh(1j * g)
maxwell = maxwell[(maxwell > 50) & (maxwell < 2000)]
assert len(maxwell) == 6
eps_at = np.array([permittivity(v, to**2, strength, axis, eps_inf) for v in w2])
slope = np.array([np.sum(n[axis]**2 * strength / (to**2 - v)**2) for v in w2])
retard = -(w2 / cq**2) * (eps_at**2 @ n**2) / slope / (2 * w)
assert np.allclose(maxwell, w, atol=0.05)
assert np.allclose(maxwell - w, retard, rtol=1e-2, atol=1e-7)
assert np.all(retard < 0)

# ---------- size of the neglected effects ----------
gamma = np.array([10.0, 25.0, 12.0, 20.0, 15.0, 25.0])
companion = np.block([[np.zeros((6, 6)), np.eye(6)],
                      [-oscillator_matrix(to**2), -np.diag(gamma)]])
damped = 1j * np.linalg.eigvals(companion)
damped = damped[damped.real > 0]
damped = damped[np.argsort(damped.real)]
assert len(damped) == 6
for v in damped:
    lossy = permittivity(v**2, to**2 - 1j * gamma * v, strength, axis, eps_inf)
    assert abs(n**2 @ lossy) < 1e-7
width = -2 * damped.imag
damp_shift = np.max(np.abs(damped.real - w))


def shifted(new_to):
    return np.sqrt(oblique_roots(n, new_to**2, strength, axis, eps_inf)) - w


band = 50.0
dispersion = band * np.sin(q_nm * cell_nm / 2)**2
disp_shift = np.max(np.abs(shifted(to - dispersion)))
softening, warm, cool = 0.02, 360.0, 300.0
heat_shift = np.max(np.abs(shifted(to - softening * (warm - cool))))
weak_to, weak_delta = 500.0, 0.2
more = oblique_roots(n, np.append(to, weak_to)**2,
                     np.append(strength, weak_delta * weak_to**2),
                     np.append(axis, 2), eps_inf)
weak_shift = np.sqrt(more[-1]) - w[-1]
t1 = np.cross(n, nz)
t1 /= np.linalg.norm(t1)
t2 = np.cross(n, t1)
spread = []
for phi in np.arange(72) * np.pi / 36:
    u = n + film_nm / grain_nm * (np.cos(phi) * t1 + np.sin(phi) * t2)
    u /= np.linalg.norm(u)
    spread.append(np.sqrt(oblique_roots(u, to**2, strength, axis, eps_inf)) - w)
spread = np.array(spread)
tilt_deg = np.degrees(np.arctan(film_nm / grain_nm))

print("Test crystal: polar modes x, y, z:", *counts, "; silent:", silent_count)
print(f"Test crystal: largest error of squared frequency {crystal_error:.1e} (reduced)")
print(f"Lower symmetry: full contraction {full_residual:.1e},"
      f" diagonal sum {diagonal_residual:.3f}")
print("Direction cosines squared:", *np.round(n**2, 4))
print(f"Angle of q from polar axis: {np.degrees(np.arccos(n[2])):.1f} deg")
for i, name in enumerate("xyz"):
    k = axis == i
    print(f"Axis {name}: eps_inf {eps_inf[i]:.1f}, TO {to[k]} 1/cm, static parts"
          f" {delta[k]}")
    print(f"  eps(0) {static[i]:.1f}, LO {np.round(lo[i], 1)} 1/cm")
print(f"Film {film_nm:.0f} nm, q = {q_nm:.4f} 1/nm, zone edge"
      f" {np.pi / cell_nm:.2f} 1/nm (cell {cell_nm} nm)")
print(f"Top mode w/c = {2 * np.pi * w[-1] * 1e-7:.2e} 1/nm")
print("Oblique modes: 1/cm, meV, eps_x, eps_y, eps_z")
for v, ep in zip(w, eps_at):
    print(f"  {v:7.2f} {v * mev:7.2f} {ep[0]:9.3f} {ep[1]:9.3f} {ep[2]:9.3f}")
print("Terms n_i^2 eps_i (x, y, z), and angle between P and q line in deg")
for v, ep in zip(w, eps_at):
    p = (ep - 1) * n
    angle = np.degrees(np.arccos(abs(n @ p) / np.linalg.norm(p)))
    term = n**2 * ep
    print(f"  {v:7.2f} {term[0]:9.3f} {term[1]:9.3f} {term[2]:9.3f} {angle:7.1f}")
print(f"Product of squared frequency ratios {lst_left:.4f}, permittivity ratio"
      f" {lst_right:.4f}")
print(f"Retardation: largest shift, Maxwell {np.min(maxwell - w):.3e},"
      f" formula {np.min(retard):.3e} 1/cm")
print("Damping assumed, in order of the TO list:", gamma, "1/cm")
print("Damped full widths:", np.round(width, 1), "1/cm")
print(f"Damping: largest frequency shift {damp_shift:.2f} 1/cm")
print(f"Dispersion: band width {band:.0f}, TO shift {dispersion:.3f},"
      f" largest mode shift {disp_shift:.3f} 1/cm")
print(f"Warming {cool:.0f} to {warm:.0f} K at {softening} 1/cm per K:"
      f" largest shift {heat_shift:.2f} 1/cm")
print(f"Weak z mode at {weak_to:.0f} 1/cm, static part {weak_delta}:"
      f" top mode shift {weak_shift:.2f} 1/cm")
print(f"Grain width {grain_nm:.0f} nm: tilt of q {tilt_deg:.1f} deg")
print("  lowest shifts: ", np.round(spread.min(axis=0), 1), "1/cm")
print("  highest shifts:", np.round(spread.max(axis=0), 1), "1/cm")
print("checks complete")
```

Running it gives:

```
Test crystal: polar modes x, y, z: 8 8 8 ; silent: 9
Test crystal: largest error of squared frequency 1.7e-14 (reduced)
Lower symmetry: full contraction 7.2e-16, diagonal sum 0.235
Direction cosines squared: 0.1111 0.4444 0.4444
Angle of q from polar axis: 48.2 deg
Axis x: eps_inf 4.8, TO [200. 420.] 1/cm, static parts [14.  4.]
  eps(0) 22.8, LO [291.2 628.7] 1/cm
Axis y: eps_inf 4.7, TO [250. 360.] 1/cm, static parts [10.  5.]
  eps(0) 19.7, LO [302.3 609.6] 1/cm
Axis z: eps_inf 4.6, TO [300. 390.] 1/cm, static parts [7. 4.]
  eps(0) 15.6, LO [343.6 627.1] 1/cm
Film 10 nm, q = 0.3142 1/nm, zone edge 6.28 1/nm (cell 0.5 nm)
Top mode w/c = 3.90e-04 1/nm
Oblique modes: 1/cm, meV, eps_x, eps_y, eps_z
   205.05   25.42  -263.691    42.657    23.266
   269.18   33.37    -5.666   -46.733    48.150
   326.37   40.46     6.478    18.574   -20.194
   376.55   46.69    19.684   -56.352    51.431
   415.63   51.53   193.854   -15.987   -32.477
   619.97   76.87    -0.219     0.215    -0.160
Terms n_i^2 eps_i (x, y, z), and angle between P and q line in deg
   205.05   -29.299    18.959    10.340    89.4
   269.18    -0.630   -20.770    21.400    88.7
   326.37     0.720     8.255    -8.975    86.9
   376.55     2.187   -25.045    22.858    88.9
   415.63    21.539    -7.105   -14.434    89.2
   619.97    -0.024     0.095    -0.071    10.9
Product of squared frequency ratios 3.9048, permittivity ratio 3.9048
Retardation: largest shift, Maxwell -5.869e-04, formula -5.869e-04 1/cm
Damping assumed, in order of the TO list: [10. 25. 12. 20. 15. 25.] 1/cm
Damped full widths: [10.2 13.  17.  22.6 24.8 19.5] 1/cm
Damping: largest frequency shift 0.19 1/cm
Dispersion: band width 50, TO shift 0.308, largest mode shift 0.307 1/cm
Warming 300 to 360 K at 0.02 1/cm per K: largest shift 1.20 1/cm
Weak z mode at 500 1/cm, static part 0.2: top mode shift 7.26 1/cm
Grain width 20 nm: tilt of q 26.6 deg
  lowest shifts:  [ -5.  -16.  -15.3 -13.  -15.6  -7.7] 1/cm
  highest shifts: [20.7 20.4 12.6 11.1  4.4  6.4] 1/cm
checks complete
```
